\section*{Lamb shielding of hydrogen and the effect of a displaced gauge origin}

\section*{Question}

I am working on this exercise: derive the Lamb shielding formula, ``$\alpha^2/3$ times the mean of $1/r$'', for a hydrogen atom in a uniform magnetic field, obtain 17.75 ppm, and show that a displaced gauge origin is compensated by the paramagnetic term.

I started from the Hamiltonian with a vector potential for the external field and another for the nuclear moment. Squaring $\mathbf p+e\mathbf A$ gives several terms, and I am not sure which of them make up the shielding, or why the factor is $1/3$. The formula also looks dimensionally wrong to me, since $1/r$ is an inverse length.

The last part confuses me most. If I replace $\frac12\mathbf B\times\mathbf r$ by $\frac12\mathbf B\times(\mathbf r-\mathbf d)$, the extra diamagnetic term contains the average of $\mathbf r/r^3$. For a spherical atom that average is zero. So the diamagnetic term does not change, and I see nothing for the paramagnetic term to compensate. Have I made a mistake?

\section*{Answer}

Your average is right. At the nucleus of a spherical atom, displacing the gauge origin changes neither the diamagnetic nor the paramagnetic shielding. The wording of the exercise suggests a cancellation of two nonzero terms, and that does occur if you ask for the shielding at a point away from the nucleus. I will derive the formula first and then treat both cases.

\subsection*{What is being calculated}

Take a nonrelativistic electron of charge $-e$ and mass $m$, bound to a fixed point nucleus at $\mathbf r=0$. A magnetic moment $\boldsymbol\mu$ sits at $\mathbf R$; for the nuclear moment, $\mathbf R=0$. Its direct energy in a uniform field is $-\boldsymbol\mu\cdot\mathbf B$. The electron's orbital response adds an energy that is also linear in both $\boldsymbol\mu$ and $\mathbf B$. If this energy is $+\sigma\,\boldsymbol\mu\cdot\mathbf B$, the sum is
\begin{equation}
E=-(1-\sigma)\,\boldsymbol\mu\cdot\mathbf B ,
\end{equation}
so the moment experiences the field $(1-\sigma)\mathbf B$. Positive $\sigma$ means shielding. The electron spin also couples to the nuclear moment, through the hyperfine interaction. That is a separate effect and is left out here.

With $\mathbf s=\mathbf r-\mathbf R$, the two vector potentials are
\begin{equation}
\mathbf A_B=\tfrac12\mathbf B\times(\mathbf r-\mathbf d),\qquad
\mathbf A_\mu=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu\times\mathbf s}{s^3},
\end{equation}
where $\mathbf d$ is the gauge origin. Both have zero divergence, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$ when acting on a wavefunction. With $\mathbf A=\mathbf A_B+\mathbf A_\mu$,
\begin{equation}
H=\frac{(\mathbf p+e\mathbf A)^2}{2m}+V
=H_0+\frac em\mathbf A\cdot\mathbf p+\frac{e^2}{2m}\mathbf A^2 .
\end{equation}

Terms linear in both $\mathbf B$ and $\boldsymbol\mu$ arise in two ways. The cross term of $\mathbf A^2$ contributes in first order. This is the diamagnetic part:
\begin{equation}
E_d=\frac{e^2}{m}\int n\,\mathbf A_B\cdot\mathbf A_\mu\,d^3r,
\qquad n=|\psi_0|^2 .
\label{dia}
\end{equation}
The operators $V_B=(e/m)\mathbf A_B\cdot\mathbf p$ and $V_\mu=(e/m)\mathbf A_\mu\cdot\mathbf p$ contribute together in second order. This is the paramagnetic part:
\begin{equation}
E_p=-2\,\mathrm{Re}\sum_{k\neq0}
\frac{\langle0|V_B|k\rangle\langle k|V_\mu|0\rangle}{E_k-E_0}
=2\,\mathrm{Re}\,\langle\psi_1|V_\mu|\psi_0\rangle .
\label{para}
\end{equation}
The sum includes the continuum. The function $\psi_1$ is the first-order change of the wavefunction caused by $V_B$. It is orthogonal to $\psi_0$ and satisfies
\begin{equation}
(H_0-E_0)\psi_1=-(V_B-\langle V_B\rangle)\psi_0 .
\label{first}
\end{equation}

\subsection*{The shielding at the nucleus}

Put $\mathbf R=\mathbf d=0$. Because $(\mathbf B\times\mathbf r)\cdot\mathbf p=\mathbf B\cdot(\mathbf r\times\mathbf p)$,
\begin{equation}
V_B=\frac{e}{2m}\mathbf B\cdot\mathbf L,\qquad
V_\mu=\frac{\mu_0e}{4\pi m}\frac{\boldsymbol\mu\cdot\mathbf L}{r^3}.
\end{equation}
The 1s function depends on $r$ alone, so $\mathbf L\psi_0=0$ and $E_p=0$. What remains is
\begin{equation}
E_d=\frac{\mu_0e^2}{8\pi m}
\left\langle\frac{(\mathbf B\times\mathbf r)\cdot(\boldsymbol\mu\times\mathbf r)}{r^3}\right\rangle .
\end{equation}
The identity $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf f)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf f)-(\mathbf a\cdot\mathbf f)(\mathbf b\cdot\mathbf c)$ turns the numerator into
\begin{equation}
r^2\,\mathbf B\cdot\boldsymbol\mu-(\mathbf B\cdot\mathbf r)(\boldsymbol\mu\cdot\mathbf r).
\end{equation}
Over a sphere, the average of $r_ir_j$ is $r^2\delta_{ij}/3$: the off-diagonal products cancel, and the three squares are equal and add to $r^2$. The numerator therefore averages to $(1-\frac13)r^2\,\mathbf B\cdot\boldsymbol\mu=\frac23r^2\,\mathbf B\cdot\boldsymbol\mu$. Comparing with $E_d=\sigma\,\boldsymbol\mu\cdot\mathbf B$ gives
\begin{equation}
\sigma=\frac{\mu_0e^2}{8\pi m}\,\frac23\left\langle\frac1r\right\rangle
=\frac{\mu_0e^2}{12\pi m}\left\langle\frac1r\right\rangle .
\label{lamb}
\end{equation}
So the factor $1/3$ is the $1/2$ in $\mathbf A_B$ times the angular factor $2/3$.

Your concern about dimensions is settled by writing the prefactor as a length. Let $r_e=\mu_0e^2/(4\pi m)$. With $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$ and $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$,
\begin{equation}
\alpha^2a_0=\frac{e^4}{(4\pi\varepsilon_0)^2\hbar^2c^2}\,
\frac{4\pi\varepsilon_0\hbar^2}{me^2}
=\frac{e^2}{4\pi\varepsilon_0mc^2}=\frac{\mu_0e^2}{4\pi m}=r_e ,
\end{equation}
where the third equality uses $\mu_0\varepsilon_0c^2=1$. Hence
\begin{equation}
\sigma=\frac{r_e}{3}\left\langle\frac1r\right\rangle
=\frac{\alpha^2}{3}\,a_0\left\langle\frac1r\right\rangle .
\end{equation}
The version in your exercise measures $r$ in units of $a_0$.

For the 1s state, $n=e^{-2r/a_0}/(\pi a_0^3)$, and
\begin{equation}
\left\langle\frac1r\right\rangle
=\frac{4}{a_0^3}\int_0^\infty r\,e^{-2r/a_0}\,dr
=\frac{4}{a_0^3}\,\frac{a_0^2}{4}=\frac1{a_0}.
\end{equation}
Therefore $\sigma=\alpha^2/3$. In numbers,
\begin{equation}
\sigma=\tfrac13(2.81794\times10^{-15}\,\mathrm m)
(1.88973\times10^{10}\,\mathrm m^{-1})
=1.775\times10^{-5}=17.75\ \mathrm{ppm}.
\end{equation}
For nuclear charge $Ze$ the 1s length scale is $a_0/Z$, so $\langle1/r\rangle=Z/a_0$ and $\sigma$ is proportional to $Z$ in this nonrelativistic model. For $Z=2$ it is 35.50 ppm.

\subsection*{The current behind the shielding}

The sign can be checked without using the energy. The electric current density is
\begin{equation}
\mathbf j=-\frac em\,\mathrm{Re}\left[\psi^*(\mathbf p+e\mathbf A_B)\psi\right].
\label{current}
\end{equation}
With $\mathbf d=0$, we have $V_B\psi_0=0$ and hence $\psi_1=0$. The real function $\psi_0$ carries no current of its own, so to first order in the field
\begin{equation}
\mathbf j=-\frac{e^2n}{2m}\,\mathbf B\times\mathbf r .
\label{jtotal}
\end{equation}
By the Biot--Savart law, the field it produces at the nucleus is
\begin{align}
\mathbf B_{\rm ind}(0)
&=\frac{\mu_0}{4\pi}\int\frac{\mathbf j\times(-\mathbf r)}{r^3}\,d^3r
=\frac{\mu_0e^2}{8\pi m}\int n\,\frac{(\mathbf B\times\mathbf r)\times\mathbf r}{r^3}\,d^3r
\nonumber\\
&=\frac{\mu_0e^2}{8\pi m}\int n\,
\frac{\mathbf r(\mathbf B\cdot\mathbf r)-r^2\mathbf B}{r^3}\,d^3r
=-\sigma\mathbf B .
\end{align}
The last step uses the same angular average, $(\frac13-1)r^2\mathbf B=-\frac23r^2\mathbf B$. The electron circulates so as to oppose the applied field at the nucleus. This does not hold at every point: in the plane through the nucleus perpendicular to $\mathbf B$, the induced field changes sign a little inside 120 pm and adds to the applied field farther out. For $B=1$ T the induced field at the nucleus is $-17.75\ \mu$T.

\subsection*{Displacing the gauge origin}

Now let $\mathbf d\neq0$ and allow any probe position $\mathbf R$. Write $\mathbf b=\mathbf B\times\mathbf d$, a constant vector. Then $\mathbf A_B=\frac12\mathbf B\times\mathbf r-\frac12\mathbf b$. The magnetic field is the same, since the curl of a constant vanishes. From (\ref{dia}), the diamagnetic energy changes by
\begin{equation}
\Delta E_d=-\frac{e^2}{2m}\int n\,\mathbf b\cdot\mathbf A_\mu\,d^3r .
\label{ddia}
\end{equation}

The displacement also changes the perturbation in the paramagnetic part:
\begin{equation}
V_B=\frac{e}{2m}\mathbf B\cdot\mathbf L-\frac{e}{2m}\mathbf b\cdot\mathbf p .
\end{equation}
The first piece still gives zero on $\psi_0$. The second does not, because $\mathbf p\psi_0=-i\hbar\nabla\psi_0$. Its mean value vanishes, since $\langle\mathbf p\rangle=0$, so (\ref{first}) becomes
\begin{equation}
(H_0-E_0)\psi_1=\frac{e}{2m}\mathbf b\cdot\mathbf p\,\psi_0
=-\frac{i\hbar e}{2m}\,\mathbf b\cdot\nabla\psi_0 .
\label{eqpsi}
\end{equation}
This equation can be solved without a sum over states. Apply $H_0-E_0$ to $(\mathbf b\cdot\mathbf r)\psi_0$. The potential commutes with $\mathbf b\cdot\mathbf r$, and $(H_0-E_0)\psi_0=0$, so the part that survives is the cross term of the Laplacian:
\begin{equation}
(H_0-E_0)(\mathbf b\cdot\mathbf r)\psi_0
=-\frac{\hbar^2}{2m}\,2\,\mathbf b\cdot\nabla\psi_0
=-\frac{\hbar^2}{m}\,\mathbf b\cdot\nabla\psi_0 .
\end{equation}
Multiplying by $ie/(2\hbar)$ reproduces the right side of (\ref{eqpsi}). Thus
\begin{equation}
\psi_1=\frac{ie}{2\hbar}(\mathbf b\cdot\mathbf r)\psi_0 .
\label{psi1}
\end{equation}
It is orthogonal to $\psi_0$ because $\langle\mathbf r\rangle=0$. It is also the first-order term of $e^{ie\,\mathbf b\cdot\mathbf r/2\hbar}\psi_0$, the phase change that accompanies the change of gauge.

Insert this in (\ref{para}). Complex conjugation gives $\psi_1^*=-(ie/2\hbar)(\mathbf b\cdot\mathbf r)\psi_0$, and $V_\mu\psi_0=-(i\hbar e/m)\mathbf A_\mu\cdot\nabla\psi_0$. The two factors $-i$ multiply to $-1$:
\begin{align}
E_p&=2\left(-\frac{e^2}{2m}\right)\int(\mathbf b\cdot\mathbf r)\,
\psi_0\,\mathbf A_\mu\cdot\nabla\psi_0\,d^3r\nonumber\\
&=-\frac{e^2}{2m}\int(\mathbf b\cdot\mathbf r)\,\mathbf A_\mu\cdot\nabla n\,d^3r
=+\frac{e^2}{2m}\int n\,\mathbf b\cdot\mathbf A_\mu\,d^3r .
\label{epara}
\end{align}
The second line first uses $\psi_0\nabla\psi_0=\frac12\nabla n$ and then integrates by parts with $\nabla\cdot\mathbf A_\mu=0$ and $\nabla(\mathbf b\cdot\mathbf r)=\mathbf b$. The surface term at infinity vanishes because $n$ decays exponentially. A small sphere around the probe contributes nothing either, because $\mathbf A_\mu$ is perpendicular to $\mathbf s$ and has no component through its surface.

Equations (\ref{ddia}) and (\ref{epara}) add to zero for every $\mathbf d$ and $\mathbf R$. This is the compensation the exercise refers to.

The currents show the same result locally. Putting $\psi_0+\psi_1$ into the momentum part of (\ref{current}), the phase gradient $e\mathbf b/2\hbar$ gives a momentum density $n\,e\mathbf b/2$, so
\begin{equation}
\mathbf j_p=-\frac{e^2n}{2m}\,\mathbf B\times\mathbf d,\qquad
\mathbf j_d=-\frac{e^2n}{2m}\,\mathbf B\times(\mathbf r-\mathbf d).
\end{equation}
Their sum is (\ref{jtotal}) at every point. The gauge origin affects how the current is divided between the two parts, and leaves the current itself unchanged.

\subsection*{Why you found zero}

To see how large the compensating terms are, define
\begin{equation}
\mathbf g(\mathbf R)=\int n(\mathbf r)\,
\frac{\mathbf R-\mathbf r}{|\mathbf R-\mathbf r|^3}\,d^3r
=-\int n\,\frac{\mathbf s}{s^3}\,d^3r .
\end{equation}
This has the form of the electrostatic field of a spherical charge cloud. By Gauss's law it points along $\mathbf R$ and has magnitude $Q(R)/R^2$, where $Q$ is the fraction of the electron density inside radius $R$. With $x=R/a_0$,
\begin{equation}
Q=4\int_0^xu^2e^{-2u}\,du
=\left[-e^{-2u}(2u^2+2u+1)\right]_0^x
=1-e^{-2x}(1+2x+2x^2).
\end{equation}
Equation (\ref{ddia}) becomes
\begin{equation}
\Delta E_d=\frac{r_e}{2}\,\mathbf b\cdot(\boldsymbol\mu\times\mathbf g)
=\frac{r_e}{2}\left[(\mathbf B\cdot\boldsymbol\mu)(\mathbf d\cdot\mathbf g)
-(\mathbf B\cdot\mathbf g)(\mathbf d\cdot\boldsymbol\mu)\right].
\label{geometry}
\end{equation}

At the nucleus $\mathbf g=0$ by symmetry, which is your vanishing average of $\mathbf r/r^3$. The paramagnetic part vanishes there too, since $V_\mu$ is proportional to $\boldsymbol\mu\cdot\mathbf L/r^3$ and gives zero on $\psi_0$. The function $\psi_1$ and the current $\mathbf j_p$ are not zero. However, $\mathbf j_p$ has one fixed direction and a spherical distribution, so the fields that opposite volume elements produce at the centre cancel.

\subsection*{A case with a real cancellation}

Place a probe moment at $R=100$ pm from the nucleus and displace the gauge origin by $d=200$ pm in the same direction, $x$. Let $\mathbf B$ and $\boldsymbol\mu$ both point along $z$. Away from the nucleus the shielding depends on direction, so $\sigma$ now means its $zz$ component. In (\ref{geometry}) the second term vanishes, and
\begin{equation}
\Delta\sigma_d=\frac{r_e}{2}\,\frac{d\,Q}{R^2},\qquad
\Delta\sigma_p=-\frac{r_e}{2}\,\frac{d\,Q}{R^2}.
\end{equation}
Here $R/a_0=1.88973$ and $Q=0.72777$, so
\begin{equation}
\Delta\sigma_d=
\frac{(2.81794\times10^{-15}\,\mathrm m)(200\times10^{-12}\,\mathrm m)(0.72777)}
{2\,(100\times10^{-12}\,\mathrm m)^2}
=20.51\ \mathrm{ppm}.
\end{equation}

The full diamagnetic part follows from (\ref{dia}). For vectors crossed with $\hat{\mathbf z}$, the dot product keeps the $x$ and $y$ components:
\begin{equation}
\sigma_d=\frac{r_e}{2}\int n\,
\frac{(x-d)(x-R)+y^2}{s^3}\,d^3r ,
\end{equation}
where $x$ and $y$ now denote the Cartesian coordinates of the electron, not the ratio $R/a_0$. Numerical integration gives these values:
\begin{center}
\begin{tabular}{lccc}
gauge origin & $\sigma_d$ (ppm) & $\sigma_p$ (ppm) & total (ppm)\\
at the nucleus & 0.64 & 0 & 0.64\\
displaced by 200 pm & 21.15 & $-20.51$ & 0.64
\end{tabular}
\end{center}
The paramagnetic entry in the second row was computed separately, from a sum over p states obtained by diagonalizing the Hamiltonian in a finite basis. The numerical check tests it against the formula above, and tests that the total is unchanged.

The table also shows why the choice of origin matters in approximate calculations. The two changes grow in proportion to $d$, while the total stays fixed. If a poor basis gave $\sigma_p$ with a relative error of 1\%, the displaced calculation would be wrong by about 0.21 ppm, roughly a third of the total. The fraction is this large because the $zz$ component is small at this probe position, which lies close to the distance where it changes sign; the $xx$ component at the same point is 4.53 ppm. With the origin at the nucleus, this atom has no paramagnetic part to get wrong.

\subsection*{When the formula applies}

For a many-electron atom whose ground state has zero total orbital angular momentum, $L=0$, as in a closed-shell atom (zero total $J$ is not enough: the $^3P_0$ level of carbon is nondegenerate but has $L=1$), the same argument applies with $\langle1/r\rangle$ replaced by $\langle\sum_i1/r_i\rangle$. With the gauge origin at the nucleus, $V_B$ contains the total orbital angular momentum, which gives zero on such a state, so $\psi_1=0$ and the paramagnetic part vanishes.

In a molecule the potential is not spherical about the nucleus, and the ground state is in general not annihilated by $\mathbf L$. A paramagnetic part then generally remains even with the gauge origin at the nucleus, and the Lamb term alone is not the shielding. The derivation also assumes a fixed nucleus, nonrelativistic motion and a response linear in the field. Fixing the nucleus neglects corrections of relative order $m/M$, with $M$ the nuclear mass. For hydrogen this ratio is about $5\times10^{-4}$, which sets the scale $\sigma\,m/M\approx0.01$ ppm. The nuclear mass enters both through the reduced mass in $\langle1/r\rangle$ and through the motion the field induces, and the shift is one to two times this scale, so the last digit of 17.75 ppm is a property of the model and not of the real atom.

\section*{Numbers as computed}
\begin{verbatim}
vacuum permeability mu0 = 1.256637e-06 N/A^2
elementary charge e = 1.602177e-19 C
electron mass m = 9.109384e-31 kg
Bohr radius a0 = 52.9177 pm
fine-structure constant alpha = 0.00729735 (no unit)
length r_e = mu0 e^2/(4 pi m) = 2.81794 fm
a0 <1/r> for 1s hydrogen = 1.000000 (no unit)
<1/r> for 1s hydrogen = 1.88973e+10 1/m
Lamb shielding, formula = 17.7505 ppm
Lamb shielding, formula = 1.77505e-05 (no unit)
Lamb shielding, integral of A_B.A_mu = 17.7505 ppm
induced field at nucleus for B = 1 T: -17.7505 microtesla
shielding at nucleus for nuclear charge 2 = 35.5009 ppm
gauge origin displacement d = 200.0 pm
diamagnetic part at nucleus, origin displaced = 17.7505 ppm
probe distance R = 100.0 pm
R/a0 = 1.88973 (no unit)
density fraction inside R, Q = 0.72777 (no unit)
predicted change (r_e/2) d Q/R^2 = 20.5081 ppm
probe, origin at nucleus: diamagnetic = total = 0.6425 ppm
probe, origin displaced: diamagnetic = 21.1506 ppm
probe, origin displaced: paramagnetic = -20.5081 ppm
probe, origin displaced: total = 0.6425 ppm
induced field at probe for B = 1 T: -0.6425 microtesla
lowest p-state energy in the basis = -0.125000 hartree
\end{verbatim}
